# Weak-Coupling Binding and Mass of the Ideal Two-Dimensional Fröhlich Polaron

A transport calculation for a polar quantum-well channel needs an effective mass, and one must decide whether a mass computed with the ions held fixed can be used as it stands. An electron drags a lattice polarization with it, which lowers its energy and raises its inertia. If the rise is small beside other uncertainties, the bare mass will do; if not, it must be corrected, unless it was extracted from a slow measurement that already contains the dressing. For a single slow electron in an ideal plane, weakly coupled to the lattice, the size of the correction follows from one coupling constant. Width, temperature and other electrons then modify it.

## 1. Simplest case: charges that cannot move

The electron has band mass $m$ and is confined to a plane of zero thickness inside a bulk polar crystal. It couples to one longitudinal optical branch of constant energy $\hbar\omega$. I measure energy in $\hbar\omega$ and length in

$$l=\sqrt{\hbar/(2m\omega)} ,$$

so that momentum $\hbar p/l$ gives kinetic energy $p^2$. These units replace Hartree units, which would leave $m$ and $\omega$ in every line.

First put two fixed charges at $\mathbf r_1,\mathbf r_2$, a distance $r$ apart. With $\rho_k=e^{i\mathbf k\cdot\mathbf r_1}+e^{i\mathbf k\cdot\mathbf r_2}$, and the zero-point energy dropped,

$$H=\sum_k\left[a_k^\dagger a_k+V_k\rho_k a_k+V_k^*\rho_k^*a_k^\dagger\right].$$

Completing the square gives $(a_k^\dagger+V_k\rho_k)(a_k+V_k^*\rho_k^*)-|V_k|^2|\rho_k|^2$ for each mode. The ground energy is therefore

$$-\sum_k|V_k|^2\,[2+2\cos(\mathbf k\cdot\mathbf r)] .$$

The part that depends on $r$ must equal the change in Coulomb repulsion when the ions respond. That response replaces the dielectric constant $\varepsilon_\infty$ by $\varepsilon_s$. Define

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\sqrt{\frac{m}{2\hbar\omega}}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

Since $1/(2\hbar\omega l)=\hbar^{-1}\sqrt{m/(2\hbar\omega)}$, the change in repulsion is $-2\alpha/r$ in our units. Hence $\sum_k|V_k|^2\cos(\mathbf k\cdot\mathbf r)=\alpha/r$. In a plane,

$$\int\!\frac{d^2k}{(2\pi)^2}\frac{2\pi}{k}e^{i\mathbf k\cdot\mathbf r}=\int_0^\infty\!dk\,J_0(kr)=\frac1r ,$$

so for area $A$

$$|V_k|^2=\frac{2\pi\alpha}{Ak},\qquad \sum_k|V_k|^2(\cdots)=\frac{\alpha}{2\pi}\int_0^{2\pi}\!d\phi\int_0^\infty\!dk\,(\cdots).$$

The factor $k$ in $d^2k=k\,dk\,d\phi$ has cancelled the $1/k$.

This case has an instructive defect. One fixed charge has energy $-\sum_k|V_k|^2=-\alpha\int_0^\infty dk$, which diverges. A finite binding must come from the electron's recoil.

The coupling also limits the scope. In an isolated polar monolayer the phonons live in the sheet. An in-plane polarization of wavevector $k$ carries bound charge proportional to $k$, and a charged sheet has potential proportional to $1/k$ times its charge. The product, and with it $|V_k|^2$, tends to a constant at small $k$. The coefficients below do not apply there.

## 2. One electron at rest

Now let the electron move:

$$H=\hat{\mathbf p}^2+\sum_k a_k^\dagger a_k+\sum_k\left(V_ka_ke^{i\mathbf k\cdot\mathbf r}+V_k^*a_k^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).$$

At zero temperature the starting state has no phonons. The coupling changes the phonon number by one, so its first-order energy vanishes. In second order the electron emits a phonon $\mathbf k$ and recoils with momentum $-\mathbf k$. This intermediate state costs $1+k^2$, so

$$\Delta E(0)=-\sum_k\frac{|V_k|^2}{1+k^2}=-\alpha\int_0^\infty\frac{dk}{1+k^2}=-\frac{\pi}{2}\alpha .$$

The binding is $(\pi\alpha/2)\hbar\omega$ to first order in $\alpha$. Recoil supplies the $k^2$ that makes the integral converge, with half its weight below $k=1$, so the relevant distances are of order $l$.

The same number is an upper bound on the energy at any $\alpha$. Let $n_k=a_k^\dagger a_k$ and transform with $U=\exp(-i\mathbf r\cdot\sum_k\mathbf k\,n_k)$. Then

$$U^{-1}a_kU=a_ke^{-i\mathbf k\cdot\mathbf r},\qquad U^{-1}\hat{\mathbf p}U=\hat{\mathbf p}-\sum_k\mathbf k\,n_k .$$

The electron coordinate drops out, and $\hat{\mathbf p}$ becomes a conserved number $\mathbf p$, the total momentum:

$$H_p=\Big(\mathbf p-\sum_k\mathbf k\,n_k\Big)^2+\sum_k n_k+\sum_k(V_ka_k+V_k^*a_k^\dagger).$$

At $\mathbf p=0$ take a coherent trial state with $a_k|f\rangle=f_k|f\rangle$. There $\langle n_kn_{k'}\rangle=|f_k|^2|f_{k'}|^2+\delta_{kk'}|f_k|^2$, so

$$\langle H_0\rangle=\Big(\sum_k\mathbf k|f_k|^2\Big)^2+\sum_k(1+k^2)|f_k|^2+\sum_k(V_kf_k+V_k^*f_k^*).$$

For $|f_k|$ independent of direction the first term is zero. The rest is smallest at $f_k=-V_k^*/(1+k^2)$, where it equals $-\sum_k|V_k|^2/(1+k^2)=-\pi\alpha/2$. The true ground energy cannot lie higher. This bounds the energy but does not give its value at strong coupling.

## 3. A moving electron

For total momentum $\mathbf p$, the one-phonon state lies above the bare one by

$$D_k=(\mathbf p-\mathbf k)^2+1-p^2=1+k^2-2kp\cos\phi ,$$

where $\phi$ is the angle between $\mathbf k$ and $\mathbf p$. Thus

$$\Delta E(p)=-\frac{\alpha}{2\pi}\int_0^{2\pi}\!d\phi\int_0^\infty\frac{dk}{1+k^2-2kp\cos\phi}.$$

Directions $\phi$ and $\phi+\pi$ differ by the sign of the cosine, which is the same as the sign of $k$. Pairing them extends the radial integral to the whole line while $\phi$ runs from $0$ to $\pi$. Completing the square,

$$\int_{-\infty}^{\infty}\frac{dk}{(k-p\cos\phi)^2+1-p^2\cos^2\phi}=\frac{\pi}{\sqrt{1-p^2\cos^2\phi}},\qquad p<1 .$$

With the complete elliptic integral $K(p)=\int_0^{\pi/2}d\phi\,(1-p^2\cos^2\phi)^{-1/2}$ of modulus $p$, the remaining angular integral is $2K(p)$. Hence

$$\Delta E(p)=-\frac{\alpha}{2\pi}\,\pi\,2K(p)=-\alpha K(p).$$

**Slow limit.** Expanding the root as $1+\tfrac12p^2\cos^2\phi+\dots$ and using $\int_0^{\pi/2}\cos^2\phi\,d\phi=\pi/4$ gives $K=\pi/2+\pi p^2/8+\dots$. The total energy is

$$E(p)=-\frac{\pi\alpha}{2}+p^2\left(1-\frac{\pi\alpha}{8}\right)+\dots$$

The mass is defined by the curvature at $p=0$. The bare curvature corresponds to $1/m$, so $m/m^*=1-\pi\alpha/8$, and to first order

$$\frac{m^*}{m}=1+\frac{\pi\alpha}{8}.$$

Motion lowers the cost $D_k$ of forward emission and raises that of backward emission by the same amount. Because $1/D_k$ is a convex function of $D_k$, the gain outweighs the loss. The binding therefore grows with $p$, which flattens the band and makes the electron heavier.

**Fast limit.** At $p=1$ the state with the electron stopped and one phonon present has the same energy as the bare electron. Near $\mathbf k=\mathbf p$, $D_k=(\mathbf k-\mathbf p)^2+1-p^2$, and a two-dimensional integral over its inverse diverges logarithmically as $p\to1$. The binding at rest also lowers the energy of the stopped electron with its phonon, so it cancels from the comparison. The expansion fails once the growth of the shift since rest is comparable with the bare distance $1-p^2$ to the threshold. Beyond it the electron emits real phonons. An electron heated towards $\hbar\omega$ by a strong field thus cannot be described by the mass at rest.

To test the formula I diagonalized $H_p$ with at most one phonon, on 40 radial by 16 angular momentum points. Results at $\alpha=0.001$ and $0.002$ were extrapolated to zero coupling. The binding per $\alpha$ came out as 1.57079 against $\pi/2=1.57080$, and the mass increase per $\alpha$ as 0.3926 against $\pi/8=0.3927$. At $p=0.5$ the downward shift was 1.68574 against $K=1.68575$. The quadratic expansion gives $1.5708\,(1+0.25/4)=1.6690$ there. It accounts for 0.098 of the 0.115 gained since rest, so the mass is already an incomplete description of the shift at half the threshold momentum. At the coupling of Section 7 the missing part is only 0.04 meV, about 0.5% of the kinetic energy.

## 4. How weak is weak?

The next order contains two phonons. Write the shift from the bare energy as $\epsilon$. Eliminating the excited states gives $\epsilon=-\sum_k|V_k|^2/(D_k-\epsilon)+\dots$, where the dots are paths through two-phonon states. Expanding the denominator adds $-\epsilon\sum_k|V_k|^2/D_k^2$, in which $\epsilon$ may be replaced by its second-order value. With

$$D_{kk'}=2+(\mathbf k+\mathbf k')^2-2\mathbf p\cdot(\mathbf k+\mathbf k'),$$

the energy of order $\alpha^2$ is

$$E_4=-\sum_{kk'}|V_k|^2|V_{k'}|^2\left[\frac1{D_k^2D_{kk'}}+\frac1{D_kD_{kk'}D_{k'}}\right]+\sum_k\frac{|V_k|^2}{D_k}\sum_k\frac{|V_k|^2}{D_k^2}.$$

The two terms in brackets are the two orders in which the phonons can be reabsorbed. At rest the last product is $(\pi\alpha/2)(\pi\alpha/4)=\pi^2\alpha^2/8$. The double sum needs numerical integration, and the total is

$$E(0)\simeq-\frac\pi2\alpha-0.0640\,\alpha^2 .$$

The second term is negative, as the upper bound requires.

For the mass, let $c\,\alpha^2p^2$ be the quadratic part of $E_4$. Then $m/m^*=1-\pi\alpha/8+c\alpha^2$, whose inverse is $1+\pi\alpha/8+(\pi^2/64-c)\alpha^2$. Numerically

$$\frac{m^*}{m}\simeq1+0.3927\,\alpha+0.127\,\alpha^2 .$$

The ratio of second to first term is $0.041\alpha$ for the energy but $0.32\alpha$ for the mass. At $\alpha=0.3$ the next term is about 1% of the binding and 10% of the mass increase. The mass formula is the first to lose accuracy.

## 5. Giving the layer a thickness

A real channel has width $W$. Take hard walls, bulk phonons, and subband functions $\chi_n(z)$. Coupling to a bulk mode follows from the argument of Section 1 in three dimensions, where the transform of $1/r$ is $4\pi/(k^2+k_z^2)$. Summing over $k_z$ with the electron at heights $z$ and $z'$ gives

$$\int\frac{dk_z}{2\pi}\frac{4\pi\,e^{ik_z(z-z')}}{k^2+k_z^2}=\frac{2\pi}{k}e^{-k|z-z'|}.$$

At $z=z'$ this is the planar coupling again. For a virtual transition from subband 1 to $n$, the planar strength is multiplied by

$$F_n(k)=\int\!\!\int dz\,dz'\,\chi_1\chi_n(z)\,\chi_1\chi_n(z')\,e^{-k|z-z'|},$$

and the energy denominator at rest becomes $D_n=1+k^2+(\pi l/W)^2(n^2-1)$. For a moving electron, expand $1/(D_n-2kp\cos\phi)$ to order $p^2$. The term $4k^2p^2\cos^2\phi/D_n^3$ averages to $2k^2p^2/D_n^3$. Therefore

$$\text{binding}=\alpha\sum_n\int_0^\infty\!dk\,\frac{F_n}{D_n},\qquad \frac{m^*}{m}-1=\alpha\sum_n\int_0^\infty\!dk\,\frac{2k^2F_n}{D_n^3}.$$

**Narrow limit.** As $W\to0$, $F_1\to1$ and the higher subbands move out of reach. The integrals return $\pi/2$ and $\pi/8$. At $W=0.01\,l$ the numerical values agree with these within 2%.

**Wide limit.** The electron should become three-dimensional. With $|V_K|^2$ equal to $4\pi\alpha/K^2$ per unit volume, the binding is

$$\frac{2\alpha}{\pi}\int_0^\infty\frac{dK}{1+K^2}=\alpha .$$

The average of $\cos^2$ over a sphere is $1/3$, so the mass increase is

$$\frac{2\alpha}{\pi}\,\frac43\int_0^\infty\frac{K^2dK}{(1+K^2)^3}=\frac{2\alpha}{\pi}\,\frac43\,\frac{\pi}{16}=\frac\alpha6 .$$

At $W=20\,l$, with 120 subbands, the well gives $0.993\alpha$ and $0.1699\alpha$, against $\alpha$ and $0.1667\alpha$. The first is not converged in subband number and grid; with exact form factors and all subbands it is $1.004\alpha$, slightly above the bulk value, while the second does not change. Confinement to a plane thus raises the binding by a factor $\pi/2$ and the mass increase by $3\pi/4$, at fixed $\alpha$.

## 6. Warm phonons

Let each mode have thermal occupation $n$. Emission is multiplied by $1+n$, and absorption becomes possible. From rest, absorbing $\mathbf k$ changes the energy by $k^2-1$, which contributes

$$-n\alpha\int_0^\infty\frac{dk}{k^2-1-i\eta}\;\longrightarrow\;-\frac{i\pi}{2}n\alpha ,\qquad \eta\to0^+ .$$

The integral is half of that over the whole line, where the pole at $k=+1$, just above the axis, gives $2\pi i/2=\pi i$. Its real part vanishes, so at this order the shift at the band bottom is $-(1+n)\pi\alpha/2$. An imaginary energy $-i\Gamma/2$ means decay at rate $\Gamma$; in ordinary units the absorption rate is $\pi\alpha n\omega$.

The shift and the rate are the real and imaginary parts of one self-energy. Including real phonon scattering in a transport calculation therefore does not by itself include the polaron mass, and adding the polaron mass increase to a fixed-ion band mass does not count the scattering twice.

## 7. A GaAs-like channel

Take the rough typical values $m=0.067$ electron masses, $\hbar\omega=36$ meV, $\varepsilon_\infty=10.9$ and $\varepsilon_s=12.9$. They give $l=3.97$ nm and $\alpha=0.0716$. The ideal results are

$$\frac\pi2(0.0716)(36\ \text{meV})=4.05\ \text{meV},\qquad \frac\pi8(0.0716)=2.81\%.$$

The binding is $1.49\times10^{-4}$ hartree, and a fixed-ion mass of 0.067 rises to 0.0689 electron masses. If 0.067 was instead taken from a slow measurement on bulk material, it already contains the bulk dressing and must not be raised by the full amount. The $\alpha^2$ terms add 0.012 meV and 0.065 percentage points. Coupling strength is not what limits the formula here.

Take a well 10 nm wide. The assumption of zero thickness then fails, since $W/l=2.52$. The hard-wall calculation gives $1.11\alpha\hbar\omega=2.86$ meV and a mass increase of $0.248\alpha=1.78\%$. Relative to the ideal values these are reductions of 29% and 37%. Barrier penetration and interface phonons are left out of both numbers.

Other electrons matter as well. At a sheet density of $5\times10^{11}$ cm$^{-2}$ the Fermi energy is 17.9 meV. Two separate estimates, both for zero width and zero temperature, show the scale:

- Static screening divides the coupling amplitude by $1+s/k$, with the two-dimensional Thomas-Fermi wavevector $s=2me^2l/(4\pi\varepsilon_0\varepsilon_\infty\hbar^2)=0.92$ in units of $1/l$. The binding integrand is multiplied by $k^2/(k+s)^2$, and a fraction 0.33 of the binding is left. This form overstates the screening at wavevectors above $2k_F$; the full static response of a free electron gas leaves 0.43.
- Pauli blocking removes final states below $k_F=\sqrt{17.9/36}=0.705$. For the level at the band bottom, of the electron's own virtual emission a fraction $1-(2/\pi)\arctan0.705=0.61$ is left. The electron also blocks the others from its own state, with energy denominators $1-k^2$. This takes away a further $(2/\pi)\,\mathrm{artanh}\,0.705=0.56$, so that only about 0.05 of the binding remains as the shift of that level. At this density the level is already filled. An added electron enters at $k_F$, where the same second-order sum with both blocking terms gives a downward shift of 0.56 of $\pi\alpha/2$.

The screening and blocking factors should not be multiplied into a prediction. At 300 K the thermal energy, 25.9 meV, exceeds the Fermi energy, so the gas is not degenerate, and the electrons need not follow a phonon as a static response assumes. The Thomas-Fermi fraction does not depend on density, but with the full static response the fraction left rises to 0.80 at $5\times10^{9}$ cm$^{-2}$ and 0.90 at $5\times10^{8}$ cm$^{-2}$. In this estimate the one-electron result belongs to a nearly empty channel.

At 300 K, $n=0.331$. The ideal shift grows to $1.331\times4.05=5.39$ meV, while absorption at $4.07\times10^{12}$ s$^{-1}$ broadens the level by 2.68 meV. The broadening is half the shift, so the band bottom is not sharp on the scale of the shift, though its width is still small beside the thermal energy. These numbers are for one electron in a layer of zero width. With the thermal occupation of $5\times10^{11}$ cm$^{-2}$ carriers, unscreened, the width rises to 4.3 meV and the shift falls to 3.2 meV. The 10 nm width alone lowers the one-electron broadening to 1.7 meV and raises the mobility scale given next to about 10000 cm$^2$/Vs. The corresponding scale $e/(m\Gamma)$ is about 6500 cm$^2$/Vs. It uses the ideal planar rate at the band bottom for all electrons and omits every other scattering process, so it is an order of magnitude for the mobility.

Band curvature gives a useful comparison. In a two-band model with gap $E_g$, $\hbar^2k^2/2m=E(1+E/E_g)$. Differentiating, the mass $\hbar^2k\,dk/dE$ is $m(1+2E/E_g)$. The hard-wall confinement energy of the parabolic band is 56.1 meV. Using it for $E$ is correct to first order in $E/E_g$, and with a gap of 1.42 eV the mass rises by $2(0.0561)/1.42=7.9\%$, that is, by about 8%. Hard walls exaggerate this rise. With barriers of 0.25 eV and the same band-edge mass throughout, the confinement energy is 33 meV. Part of that is potential energy in the barriers, so $2E/E_g=4.6\%$ is still too high. To first order in $1/E_g$ the two-band model gives 3.5% if the gap is also the same throughout, and the same 3.5% if the valence edge is flat. It gives about 4% if the valence edge is flat and the interband matrix element, rather than the band-edge mass, is kept the same, so that the barrier mass rises to $m(1+0.25\ \text{eV}/E_g)$. All these values are more than the polaron correction, ideal or finite-width.

For high fields there are two conditions. The field should supply much less than $\hbar\omega$ over the polaron length, which means well below $36\ \text{mV}/3.97\ \text{nm}=0.091$ MV/cm. The electron must also stay below the emission threshold, which is a separate demand. At 0.01 MV/cm an unscattered electron starting from rest gains 36 meV in 36 nm, and there the mass at rest has lost its meaning although the field is weak on the first criterion.

For slow electrons in a nearly empty channel of this kind, at low field and low temperature, a fixed-ion mass corrected for nonparabolicity is adequate if an error of about 2 to 3% in the mass is acceptable. If it is not, the finite-width coefficient should replace $\pi/8$, and at higher density screening and blocking have to be treated before further digits mean anything.

The rule does not carry over to 300 K. At the density above, the chemical potential then lies almost at the band bottom, and a fraction $\ln(1+e^{-36/25.9})/\ln2=0.32$ of the electrons has more than $\hbar\omega$ of kinetic energy. These electrons can emit real phonons, and the mass at rest does not describe them even without a field.

## Calculated quantities

```
MODEL COEFFICIENTS
binding/alpha, diagonalized: 1.57079 hbar*omega
pi/2: 1.57080
mass increase/alpha, diagonalized: 0.3926
pi/8: 0.3927
-shift/alpha at p=0.5, diagonalized: 1.68574
K at modulus 0.5: 1.68575
alpha^2 coefficient of energy: -0.0640 hbar*omega
alpha^2 coefficient of m*/m: 0.127
EXAMPLE INPUTS (rough typical values)
band mass: 0.067 electron masses
phonon energy: 36.0 meV
eps_inf, eps_static: 10.9, 12.9
well width: 10.0 nm
sheet density: 5.0e+11 cm^-2
temperature: 300 K; gap: 1.42 eV
IDEAL RESULT
alpha: 0.0716
polaron length l: 3.97 nm
binding: 4.05 meV
binding: 1.487e-04 hartree
mass increase: 2.81 %
polaron mass: 0.0689 electron masses
NEGLECTED EFFECTS
alpha^2 part of binding: 0.0118 meV
alpha^2 part of mass increase: 0.065 %
well width / l: 2.52
finite-well binding/alpha: 1.11 hbar*omega
finite-well binding: 2.86 meV
finite-well mass increase/alpha: 0.248
finite-well mass increase: 1.78 %
wide-well test, width 20 l: 0.993, 0.1699
Fermi energy: 17.9 meV
screening wavevector times l: 0.92
binding fraction left, static screening: 0.33
binding fraction left, Pauli blocking: 0.61
thermal energy: 25.9 meV
phonon occupation: 0.331
thermal ideal shift: 5.39 meV
absorption rate: 4.07e+12 s^-1
lifetime broadening hbar*rate: 2.68 meV
mobility scale e/(m*rate): 6457 cm^2/Vs
confinement energy: 56.1 meV
nonparabolic mass change 2E/gap: 7.9 %
field for one phonon energy over l: 0.091 MV/cm
```
